# Choosing radial meshes and mixing for a relativistic LDA atom

A numerical solution of the relativistic LDA atom needs choices for the radial mesh, the mixing of successive potentials and the speed of light. For the iridium atom treated here, with an eighth-order method on an exponential mesh, these values bring the numerical error of the total energy below one microhartree (µHa):

- logarithmic step $h\approx0.03$;
- first radius $r_0=10^{-6}/Z$ bohr and last radius 50 bohr;
- Anderson mixing with parameter 0.3. Near the converged potential, plain linear mixing is stable below 0.727.

The error meant is the distance from the converged energy of one specified model. Agreement with a reference table needs in addition the same model and the same speed of light $c$: a change of $10^{-5}$ atomic units in $c$ moves the iridium energy by 177 µHa. No table is used here and no agreement with one is claimed. The values are tested for iridium alone; another atom needs its own convergence study.

## The model behind the settings

Hartree atomic units are used and the rest energy $c^2$ is subtracted from each eigenvalue $\varepsilon$. The nucleus is a point, the density is spherical and not spin-polarised, and an open shell is spread over its two $j$ values in proportion to $2j+1$. With large and small radial components $P$ and $Q$, the Dirac equation reads

$$P'=-\frac{\kappa}{r}P+\frac{\varepsilon-V+2c^2}{c}Q,\qquad Q'=\frac{\kappa}{r}Q-\frac{\varepsilon-V}{c}P,$$

where $\kappa=l$ for $j=l-\frac12$, $\kappa=-l-1$ for $j=l+\frac12$, and $\int(P^2+Q^2)\,dr=1$. With occupations $f$, the radial density is $\rho=\sum f(P^2+Q^2)$, and the number density is $n=\rho/4\pi r^2$. The potential is $V=-Z/r+V_H+v_{xc}$ with

$$rV_H(r)=\int_0^r\rho\,dr'+r\int_r^\infty\frac{\rho}{r'}\,dr'.$$

Correlation is the VWN fit to the Ceperley–Alder data for the unpolarised gas (not the RPA fit), with prefactor 0.0310907 Ha and the constants $-0.10498$, $3.72744$ and $12.9352$. These digits belong to the model: replacing the prefactor by $(1-\ln2)/\pi^2$ changes it by $3\times10^{-7}$ in relative terms, which for a correlation energy of several hartree is about 2 µHa. Exchange per electron is the nonrelativistic value times a relativistic factor, which is part of the definition of the model:

$$e_x=-\frac{3c\beta}{4\pi}\Phi,\quad \Phi=1-\tfrac32g^2,\quad g=\frac{\beta\eta-\operatorname{arsinh}\beta}{\beta^2},$$

with $\beta=(3\pi^2n)^{1/3}/c$ and $\eta=\sqrt{1+\beta^2}$. The potential must be the derivative of this energy. Since $n\propto\beta^3$,

$$v_x=\frac{d(ne_x)}{dn}=e_x+\frac{\beta}{3}\frac{de_x}{d\beta}=-\frac{c\beta}{\pi}\left[\Phi+\frac{\beta\Phi'}{4}\right].$$

The numerator of $g$ has derivative $\eta+\beta^2/\eta-1/\eta=2\beta^2/\eta$, so $g'=2/\eta-2g/\beta$. Then $\beta\Phi'/4=-\frac34\beta gg'=-\frac32\beta g/\eta+\frac32g^2$. The $g^2$ terms cancel and

$$v_x=-\frac{c\beta}{\pi}\left[1-\frac{3\beta g}{2\eta}\right]=-\frac{c\beta}{\pi}\left[-\frac12+\frac{3\operatorname{arsinh}\beta}{2\beta\eta}\right].$$

For $\beta\to0$ the bracket tends to one, the nonrelativistic limit.

## What the step controls

Put $r=r_0e^x$, so that $d/dx=r\,d/dr$. With $y=(P,Q)^T$,

$$\frac{dy}{dx}=Ay,\quad A=\begin{pmatrix}-\kappa&b\\-d&\kappa\end{pmatrix},\quad b=\frac{r(\varepsilon-V+2c^2)}{c},\quad d=\frac{r(\varepsilon-V)}{c}.$$

Near the nucleus $rV\to-Z$, so $A$ stays finite. A uniform step in $x$ places points densely where the core orbitals vary.

The mesh is cut into blocks of seven nodes. In each block $dy/dx$ is replaced by its interpolating polynomial of degree six and integrated:

$$y_j=y_0+h\sum_{k=0}^6W_{jk}A_ky_k,\qquad W_{jk}=\int_0^jL_k(t)\,dt,$$

where $L_k$ are the Lagrange polynomials on the nodes $0,\dots,6$. This is a 12 by 12 linear system per block. Inward integration replaces $h$ by $-h$. The same $W$ gives the Hartree integrals, and its last row gives the quadrature weights.

The error of a block follows from the defect $\delta=w'-Aw$ of the computed polynomial $w$, which vanishes at all seven nodes. The error $e=w-y$ obeys $e'=Ae+\delta$ and starts from zero, so at the block end

$$e(x_6)=\int_{x_0}^{x_6}U(x_6,x)\,\delta(x)\,dx,$$

with $U$ the exact propagator. The seven-point rule applied to this integral gives zero, because every sampled value is zero. The integral therefore equals the error of the rule. The rule is correct through degree six by construction, and for degree seven because an odd power about the block centre integrates to zero and is also summed to zero. The block error is of order $h^9$. The number of blocks grows as $1/h$, so the accumulated error is of order $h^8$. This holds for smooth coefficients and a sufficiently small step.

## How an eigenvalue is found

One solution is integrated outward and one inward to a radius $r_m$ just beyond the classical turning point, and the inward one is scaled to make $P$ continuous. States are selected by requiring $n-l-1$ nodes of $P$, where $n$ is here the principal quantum number.

The remaining jump in $Q$ gives the energy correction. Let index 1 denote the eigenfunction and index 2 the trial solution, and let $D=P_1Q_2-Q_1P_2$. When the radial equations are inserted in $D'$, the terms with $\kappa$ cancel in pairs. The terms with $P_1P_2$ carry $(\varepsilon_1-V)-(\varepsilon_2-V)$, and those with $Q_1Q_2$ carry the same difference, so

$$D'=\frac{\varepsilon_1-\varepsilon_2}{c}\,(P_1P_2+Q_1Q_2).$$

$D$ vanishes at the origin and at infinity. Integrating over both sides of $r_m$ and adding gives $D(r_m^-)-D(r_m^+)$ on the left. With $P_1=P_2=P$ at $r_m$, the continuous $Q_1$ drops out. Replacing the eigenfunction by the trial function in the integral, which is correct to leading order, gives

$$\varepsilon_1-\varepsilon_2\approx\frac{cP(r_m)\,[Q_{\rm out}-Q_{\rm in}]}{\int(P^2+Q^2)\,dr}.$$

The bare Coulomb problem with $Z=77$ tests the node rule and the solver together. On 721 nodes, the largest deviation from the closed Dirac formula over the 22 subshells of iridium is 0.57 µHa.

## Where the mesh may begin and end

At both ends $A$ is treated as locally constant. Its trace is zero and its determinant is $bd-\kappa^2$, so its eigenvalues are $\pm\mu$ with $\mu^2=\kappa^2-bd$. The first row of $Ay=\pm\mu y$ gives

$$\frac QP=\frac{\kappa+\mu}{b}\ \text{(inner end)},\qquad \frac QP=\frac{\kappa-\mu}{b}\ \text{(outer end)}.$$

At the nucleus $bd\to Z^2/c^2$, so $P$ and $Q$ vary as $r^\gamma$ with $\gamma=\sqrt{\kappa^2-Z^2/c^2}$. A point nucleus therefore requires $Z<c$ for $|\kappa|=1$. For iridium $\gamma=0.827$ in that case.

The charge missing inside $r_0$ scales as $\int_0^{r_0}r^{2\gamma}dr\propto r_0^{2\gamma+1}$. An error of order $r_0$ in the starting ratio shifts the energy by a term like $cD(r_0)$, which has the same power, 2.65. As $r\to0$, $\beta$ grows without bound, the bracket in $v_x$ tends to $-\frac12$, and $v_x$ grows as $n^{1/3}\propto r^{-(2-2\gamma)/3}$. This adds a term whose power is lower by 0.12, about 2.54. It leads in the limit $r_0\to0$, but that power is approached slowly: the bracket nears $-\frac12$ only as $\ln\beta/\beta^2$, and $\beta$ grows only as $r^{-0.12}$. Which term is larger at a given $r_0$ is not tested here, and the power-law estimates below are rough.

With $Zr_0=10^{-2}$ the total energy is wrong by $-6481$ µHa. A pure power law with power 2.65 then gives about 0.03 µHa at $Zr_0=10^{-4}$. The actual errors at $Zr_0=10^{-3}$ and $10^{-4}$ are $-13.5$ and $-0.028$ µHa, an effective power of 2.68, so the limiting power 2.54 has not set in over this range. Starting at $10^{-6}$ is affordable, because the mesh length is logarithmic: each factor of ten adds $2.3/h$ nodes, about 77 at $h=0.03$.

At the outer end, an orbital density falls roughly as $e^{-2\lambda r}$ with $\lambda=\sqrt{2|\varepsilon|}$. The 6s level at $-0.241$ Ha has $\lambda=0.69$, and at 12 bohr this factor is $6\times10^{-8}$. It leaves out the amplitude of the orbital, so it shows how fast the tail falls and not how much charge is cut off; the effect on the energy has to be computed. Ending the mesh there changes the energy by 0.02 µHa. More weakly bound electrons need a larger radius. Moving both ends outwards from the recommended values, to $Zr_0=10^{-7}$ and 80 bohr, changes the energy by 0.0001 µHa.

## How far the self-consistency must go

The total energy is evaluated from the output density of a cycle with input potential $V_{\rm in}$. The eigenvalue sum is $\sum f\varepsilon=T+\int\rho V_{\rm in}dr$, where $T$ is the Dirac kinetic energy without rest energy. Hence

$$E=\sum f\varepsilon-\int\rho\left(V_{\rm in}+\frac Zr\right)dr+E_H+E_{xc}.$$

The orbitals make $T+\int\rho V_{\rm in}dr$ stationary at fixed $V_{\rm in}$, so a small orbital change obeys $\delta T=-\int V_{\rm in}\delta\rho\,dr$. The change in energy is

$$\delta E=\int\left(-V_{\rm in}-\frac Zr+V_H+v_{xc}\right)\delta\rho\,dr=\int(V_{\rm out}-V_{\rm in})\,\delta\rho\,dr.$$

Both factors are proportional to the input error, so the energy error is quadratic. The eigenvalue sum changes by $\int\rho\,\delta V\,dr$, which is linear.

In the program the mixed quantity is $u=r(V_H+v_{xc})$. Adding $0.02\,e^{-(\ln r)^2}$ to the converged $u$ of iridium raises $E$ by 967 µHa, and half that disturbance raises it by 240 µHa, a ratio of 4.04. The eigenvalue-sum errors have ratio 2.00. For a disturbance of this shape, 1 µHa therefore corresponds to an amplitude of $0.02/\sqrt{967}\approx6\times10^{-4}$. Eigenvalues and other quantities with linear errors need a tighter limit. The runs here stop when the largest residual in $u$ is below $2\times10^{-9}$.

## What the mixing parameter does

Let one cycle map the input $u$ to the output $G(u)$, with fixed point $u_*$. For a small error $e$ in an eigenmode of the linearised map, $G(u_*+e)=u_*+ge$. Linear mixing takes $u+\alpha[G(u)-u]$ as the next input, so

$$e_{\rm new}=e+\alpha(ge-e)=[1-\alpha(1-g)]\,e.$$

If all $g$ are real and below one, the errors shrink when $0<\alpha<2/(1-g_{\min})$, where $g_{\min}$ is the most negative eigenvalue. Its sign has a plain meaning: added charge repels electrons, so the output overcorrects the input.

For iridium, repeated application of the map on the 325-node mesh gives the eigenvalue of largest size, $g=-1.7506$. The other eigenvalues are not computed here and are taken to be real and below one. Hence

$$\alpha_c=\frac{2}{1+1.7506}=0.727.$$

At $1.2\alpha_c$ the predicted factor is $1-2.4=-1.4$. A separate mixing run shows the residual growing by 1.3996 per cycle. At $0.8\alpha_c$ the prediction is $-0.6$ and the measured size is 0.6001. Unmixed iteration, $\alpha=1$, has the factor $g$ itself and diverges in this linear regime.

At $\alpha=0.3$ the dominant mode shrinks by the factor $1-0.3\times2.75=0.17$, but a mode with $g=0$ shrinks by 0.7. A small $\alpha$ is safe and slow. Anderson mixing uses earlier cycles to remove the slow part. With residual $f=G(u)-u$, and with $\Delta U$ and $\Delta F$ holding the differences between the present and earlier inputs and residuals, it chooses $\theta$ to minimise $|f-\Delta F\theta|$ and sets

$$u_{\rm new}=u-\Delta U\theta+\alpha(f-\Delta F\theta).$$

At $f=0$ the choice $\theta=0$ leaves $u$ unchanged, so $\alpha$ affects the path and not the fixed point. From a Thomas–Fermi-like start on the coarsest mesh, iridium took 17 cycles.

The mixing error is thus controlled by the stopping limit. A mode with $g$ close to one needs care: its residual $(g-1)e$ is much smaller than its error.

## Iridium: the error budget

The configuration is [Xe]4f$^{14}$5d$^7$6s$^2$. With the recommended end points, the energies relative to the finest mesh (961 nodes, $h=0.02299$) are:

| Nodes | $h$ | Error (µHa) |
|---|---|---|
| 217 | 0.10218 | −2590 |
| 325 | 0.06812 | 74.0 |
| 487 | 0.04541 | 3.70 |
| 721 | 0.03065 | 0.147 |

The sign change shows that the coarsest mesh is outside the $h^8$ regime, and that the energy on a finite mesh is not an upper bound. For an $h^8$ law, differences from the finest mesh should fall by 25.7 between 487 and 721 nodes. The observed ratio is $3.698/0.1465=25.2$.

The same law gives the error left on the finest mesh. The step ratio is $960/720=4/3$ and its eighth power is 9.99, so the estimate is $0.1465/8.99=0.016$ µHa. The 721-node mesh then has an error of about 0.163 µHa, and 1 µHa is reached at

$$h\approx0.03065\times(1/0.163)^{1/8}=0.038.$$

The recommended 0.03 leaves a margin.

The converged energy is $E=-17812.347764$ Ha ($-484698.675$ eV). At self-consistency $\int\rho(V+Z/r)dr=2E_H+\int\rho v_{xc}dr$, so

$$E=\sum f\varepsilon-E_H+E_{xc}-\int\rho v_{xc}\,dr.$$

The first three terms are $-10943.827-6950.774-302.618=-18197.219$ Ha, which implies $\int\rho v_{xc}dr=-384.872$ Ha.

A second expression for $E$ checks the solution. Replace each orbital $\psi(\mathbf r)$ by $s^{3/2}\psi(s\mathbf r)$. The momentum term $T_\alpha=\langle c\,\boldsymbol\alpha\cdot\mathbf p\rangle$, the nuclear energy $E_N$ and $E_H$ scale as $s$. The rest-energy term $-2c^2S$, with $S=\sum f\int Q^2dr$, does not change. $E_{xc}$ becomes $\int\rho\,e_{xc}(s^3n)\,dr$, whose derivative at $s=1$ is $3\int\rho(v_{xc}-e_{xc})dr$, because $n\,de_{xc}/dn=v_{xc}-e_{xc}$. Stationarity at $s=1$ requires

$$T_\alpha+E_N+E_H+3\int\rho(v_{xc}-e_{xc})\,dr=0.$$

Inserting this in $E=T_\alpha-2c^2S+E_N+E_H+E_{xc}$ gives

$$E=-2c^2S+4E_{xc}-3\int\rho v_{xc}\,dr.$$

For one electron without $E_{xc}$ and $E_H$, in the nonrelativistic limit, $2c^2S\to T$ and this is the virial theorem $E=-T$. For iridium the two expressions differ by 0.27 µHa. The second expression is not stationary in the density, so mesh and self-consistency errors enter it to first order; it confirms $E$ to about 0.3 µHa, not to the 0.016 µHa estimated above. The numerical check gives the full output.

## Before comparing with a reference table

The speed of light enters through $c\,\boldsymbol\alpha\cdot\mathbf p$, the rest-energy term and the exchange factor. Since $E$ is stationary in the orbitals, their response to a change in $c$ drops out to first order:

$$\frac{dE}{dc}=\langle\boldsymbol\alpha\cdot\mathbf p\rangle-4cS+\frac{\partial E_{xc}}{\partial c}.$$

For iridium this is 17.6549 Ha per atomic unit, and separate self-consistent runs at shifted $c$ agree to this precision. The sign is positive because a larger $c$ weakens the relativistic lowering of the energy. Agreement within 1 µHa requires $c$ to match within $1/(17.65\times10^6)\approx6\times10^{-8}$. The value used here is 137.035999178.

The exchange factor matters far more. At fixed density it changes the iridium energy by 35.47 Ha. The nuclear model, the correlation formula and the open-shell occupations must match too. If a discrepancy stays the same when $h$ and the residual limit are reduced and both ends of the mesh are moved outwards, its source is in these definitions, in a program error or in the numerical error of the table itself, and a finer mesh will not remove it.

A microhartree here measures numerical convergence. The model omits finite nuclear size, radiative quantum electrodynamic corrections, spin polarisation and open-shell multiplets, and it carries the error of the LDA itself. The transverse (Breit-type) electron interaction enters only in local form: the factor $\Phi$ is that of the uniform relativistic electron gas with Coulomb and transverse exchange together, and no orbital-dependent Breit term is included.

## Numbers as computed

```
Nuclear charge Z: 77
Speed of light c: 137.035999178 a.u.
Observed order of the block propagator: 7.868
Largest bare-Coulomb eigenvalue error: 5.68e-07 Ha
First and last radius: 1.2987e-08, 50.0 bohr
Mesh 217 nodes, step 0.10218: E = -17812.3503545 Ha, passes 17
Mesh 325 nodes, step 0.06812: E = -17812.3476904 Ha, passes 9
Mesh 487 nodes, step 0.04541: E = -17812.3477607 Ha, passes 7
Mesh 721 nodes, step 0.03065: E = -17812.3477642 Ha, passes 6
Mesh 961 nodes, step 0.02299: E = -17812.3477644 Ha, passes 5
Energy error, 217 nodes vs finest: -2590.0683 microHa
Energy error, 325 nodes vs finest: 74.0249 microHa
Energy error, 487 nodes vs finest: 3.6978 microHa
Energy error, 721 nodes vs finest: 0.1465 microHa
Finest mesh, error left if order is 8: 0.0163 microHa
Total energy, finest mesh: -17812.347764 Ha = -484698.675 eV
Total energy from scaling relation: -17812.347764 Ha
Difference of the two: 0.2673 microHa
Sum of occupied eigenvalues: -10943.827457 Ha
Hartree energy: 6950.774397 Ha
Exchange-correlation energy: -302.617621 Ha
Relativistic exchange correction, fixed density: 35.467456 Ha
Eigenvalue n=1 kappa=-1 occupation 2.0: -2773.939739 Ha
Eigenvalue n=2 kappa=-1 occupation 2.0: -485.484655 Ha
Eigenvalue n=6 kappa=-1 occupation 2.0: -0.240952 Ha
Eigenvalue n=2 kappa=+1 occupation 2.0: -465.397045 Ha
Eigenvalue n=2 kappa=-2 occupation 4.0: -406.365923 Ha
Eigenvalue n=5 kappa=+2 occupation 2.8: -0.299648 Ha
Eigenvalue n=5 kappa=-3 occupation 4.2: -0.254380 Ha
Eigenvalue n=4 kappa=+3 occupation 6.0: -2.368077 Ha
Eigenvalue n=4 kappa=-4 occupation 8.0: -2.253354 Ha
Energy change, Z*r0=1e-7 and rmax=80 bohr: 0.0001 microHa
Energy change, Z*r0=1e-2: -6480.555 microHa
Energy change, rmax=12 bohr: 0.020 microHa
dE/dc from the expectation-value formula: 17.654926 Ha per a.u.
dE/dc from separate self-consistent runs: 17.654933 Ha per a.u.
Energy change for c larger by 1e-5 a.u.: 176.55 microHa
Energy error, input error 0.02 and 0.01: 966.951, 239.533 microHa
Ratio of energy errors on halving: 4.037
Ratio of eigenvalue-sum errors on halving: 2.000
Dominant response eigenvalue g: -1.7506
Largest stable linear mixing parameter: 0.7271
Residual factor at 1.2 times the limit, measured: 1.3996
Residual factor at 1.2 times the limit, predicted: 1.4000
Residual factor at 0.8 times the limit, measured: 0.6001
```
